# Surface-Potential Profile and Its Mean Point under Symmetric Linearization

A bulk n-channel transistor carries a steady current along a channel of length \(L\) and width \(W\). The source end is at \(x=0\) and the drain end at \(x=L\). The surface potential \(\psi(x)\), measured from the neutral bulk, has known end values \(\psi_0\) and \(\psi_L\). Define

\[
\varphi=\psi_L-\psi_0,\qquad \psi_m=\tfrac12(\psi_0+\psi_L),\qquad u=\psi-\psi_m .
\]

Thus \(u\) runs from \(-\varphi/2\) to \(+\varphi/2\). The task is to find \(\psi(x)\) in closed form and the position \(x_m\) at which \(\psi=\psi_m\).

The channel is gradual: at each \(x\) the charge follows from the potential normal to the surface, as in a one-dimensional capacitor. The electrons form a sheet of negligible thickness, the low-field mobility \(\mu\) is uniform, and no current leaves through the gate. Potentials are in volts and lengths in micrometres; \(\phi_t=k_BT/e\) is the thermal voltage.

## (a) The charge and its linear form

**Find the inversion charge as a function of \(\psi\), and linearize it about \(\psi_m\).**

Let \(z\) be depth, \(N_A\) the uniform acceptor density and \(\varepsilon_s\) the permittivity of silicon. Below the electron sheet, acceptors and holes give

\[
\frac{d^2\psi}{dz^2}=\frac{eN_A}{\varepsilon_s}\left(1-e^{-\psi/\phi_t}\right).
\]

Multiply by \(2\,d\psi/dz\) and integrate from the bulk, where both potential and field vanish:

\[
\left(\frac{d\psi}{dz}\right)^2=\frac{2eN_A}{\varepsilon_s}\left(\psi-\phi_t+\phi_te^{-\psi/\phi_t}\right).
\]

In depletion or inversion \(\psi\gg\phi_t\), so the last exponential is dropped. By Gauss's law the depletion charge per area, divided by the oxide capacitance per area \(C_{ox}\), is \(\gamma\sqrt{\psi-\phi_t}\), with \(\gamma=\sqrt{2e\varepsilon_sN_A}/C_{ox}\).

The oxide voltage \(V_G-V_{FB}-\psi\) balances the depletion and inversion charges together, where \(V_G\) is the gate voltage and \(V_{FB}\) the flat-band voltage. If \(q>0\) is the magnitude of the inversion charge per area divided by \(C_{ox}\), then

\[
q(\psi)=V_G-V_{FB}-\psi-\gamma\sqrt{\psi-\phi_t}.
\]

Symmetric linearization keeps the tangent at the mean of the end potentials:

\[
q\simeq q_m-\alpha u,\qquad q_m=q(\psi_m),\qquad
\alpha=-\left.\frac{dq}{d\psi}\right|_{\psi_m}=1+\frac{\gamma}{2\sqrt{\psi_m-\phi_t}} .
\]

Neither end is preferred, so exchanging source and drain leaves \(q_m\) and \(\alpha\) unchanged.

## (b) The current

**Include drift, diffusion and velocity saturation, and express the current through the end potentials.**

Take the current \(I\) as positive when electrons move from source to drain. A positive \(\psi'=d\psi/dx\) drives electrons toward larger \(x\), and diffusion contributes \(-\phi_tq'\) by the Einstein relation. Let the mobility fall to \(\mu/(1+\theta|\psi'|)\), with \(\theta=\mu/v_{sat}\), so that the drift velocity tends to \(v_{sat}\) at high field. The same reduction is applied to diffusion. With \(J=I/(\mu WC_{ox})\),

\[
J(1+\theta|\psi'|)=q\psi'-\phi_tq'.
\]

The linear charge gives \(q'=-\alpha\psi'\), so the right side becomes

\[
(q_m-\alpha u+\alpha\phi_t)\psi'=\alpha(H_0-u)\psi',\qquad H_0=\frac{q_m}{\alpha}+\phi_t .
\]

Since \(q+\alpha\phi_t>0\), \(\psi'\) has the sign of \(J\) throughout the channel. Hence \(\psi\) is monotonic and \(J|\psi'|=|J|\psi'\). The transport law can therefore be written

\[
J=\left[\alpha(H_0-u)-\theta|J|\right]\frac{du}{dx}.
\]

Integrate over the channel, with \(J\) constant. The term linear in \(u\) integrates to zero between \(-\varphi/2\) and \(\varphi/2\), leaving

\[
JL=\alpha H_0\varphi-\theta|J|\varphi .
\]

As \(J\) and \(\varphi\) have the same sign, \(|J|\varphi=J|\varphi|\). Therefore

\[
J=\frac{\alpha H\varphi}{L},\qquad H=\frac{H_0}{1+\theta|\varphi|/L}.
\]

Put this current back into the bracket. Because \(H_0=H(1+\theta|\varphi|/L)\),

\[
\alpha(H_0-u)-\theta|J|
=\alpha\left(H_0-H\frac{\theta|\varphi|}{L}-u\right)=\alpha(H-u).
\]

Dividing the transport law by \(\alpha\) leaves

\[
(H-u)\frac{du}{dx}=\frac{H\varphi}{L}.
\]

Velocity saturation has replaced \(H_0\) by \(H\) without changing the form of the equation. This depends on the velocity law chosen here. A finite field everywhere requires \(H-u>0\) at both ends, that is, \(|\varphi|<2H\).

## (c) The point of mean potential

**Locate \(x_m\) before solving for the profile.**

Integrate the last equation from the source to \(x\):

\[
H\left(u+\frac{\varphi}{2}\right)-\frac12\left(u^2-\frac{\varphi^2}{4}\right)=\frac{H\varphi x}{L}.
\]

At the required point \(u=0\), so

\[
\frac{H\varphi}{2}+\frac{\varphi^2}{8}=\frac{H\varphi x_m}{L}.
\]

For \(\varphi\ne0\), division by \(H\varphi/L\) gives

\[
\boxed{x_m=\frac L2\left(1+\frac{\varphi}{4H}\right)}.
\]

The point is unique because \(\psi\) is monotonic. For \(\varphi>0\) it lies on the drain side of the centre. The factor \(H-u\) is larger in the source half of the potential drop, so the field there is smaller and the first \(\varphi/2\) takes up more than half the length.

## (d) The square-root profile

**Solve for \(\psi(x)\), and justify the choice of root.**

Subtract the integrated equation at \(x_m\) from that at \(x\):

\[
Hu-\frac{u^2}{2}=\frac{H\varphi}{L}(x-x_m).
\]

Multiply by \(-2\) and add \(H^2\) to both sides:

\[
(H-u)^2=H^2\left[1-\frac{2\varphi(x-x_m)}{HL}\right].
\]

Since \(H-u>0\), the positive square root is taken for \(H-u\):

\[
\boxed{\psi(x)=\psi_m+H\left[1-\sqrt{1-\frac{2\varphi(x-x_m)}{HL}}\right]}.
\]

Call the square root \(s(x)\). At the two ends the result of part (c) gives

\[
s^2(0)=1+\frac{\varphi}{H}+\frac{\varphi^2}{4H^2}=\left(1+\frac{\varphi}{2H}\right)^2,
\]
\[
s^2(L)=1-\frac{\varphi}{H}+\frac{\varphi^2}{4H^2}=\left(1-\frac{\varphi}{2H}\right)^2 .
\]

Both brackets are positive when \(|\varphi|<2H\). Hence \(u(0)=H[1-s(0)]=-\varphi/2\) and \(u(L)=H[1-s(L)]=\varphi/2\), as required.

For small \(\varphi\) the difference \(1-s\) loses digits in numerical work. Multiplying and dividing by \(1+s\) gives the equivalent form

\[
\psi=\psi_m+\frac{2\varphi(x-x_m)}{L(1+s)} .
\]

As \(\varphi\to0\) at fixed \(H\), \(s\to1\) and \(x_m\to L/2\), so the profile becomes a straight line.

## (e) Field, symmetry and limits

**What distinguishes \(x_m\), and how far from the centre can it lie?**

Differentiating \(s^2\) gives \(2ss'=-2\varphi/(HL)\). Since \(\psi'=-Hs'\),

\[
\psi'(x)=\frac{\varphi}{L\,s(x)} .
\]

At \(x_m\), \(s=1\), so the local field equals the mean field \(\varphi/L\). The linearized charge there is \(q_m\), the mean of its two end values.

Exchanging source and drain changes the sign of \(\varphi\) but not \(H\). The formula then gives \((L/2)[1-\varphi/(4H)]=L-x_m\), which is the same physical point counted from the other end.

At the geometric centre \(x-x_m=-L\varphi/(8H)\), and therefore

\[
\psi(L/2)-\psi_m=H\left[1-\sqrt{1+\frac{\varphi^2}{4H^2}}\right]<0 .
\]

For \(\varphi>0\), the condition \(\varphi<2H\) confines the mean point to

\[
\frac12<\frac{x_m}{L}<\frac34 .
\]

**Pinched drain.** Without velocity saturation, let the linearized drain charge vanish: \(q_m=\alpha\varphi/2\). Then \(H=H_0=\varphi/2+\phi_t\), and

\[
\frac{x_m}{L}=\frac12+\frac{\varphi}{8(\varphi/2+\phi_t)} .
\]

This tends to \(3/4\) when \(\varphi\gg\phi_t\), the limit of pure drift. Diffusion keeps the field finite and the point below that limit.

**Weak inversion.** Here \(q_m\ll\alpha\phi_t\). A non-negative drain charge requires \(\varphi\le2q_m/\alpha\), so \(\varphi\ll\phi_t\). With \(\theta\varphi/L\ll1\) as well, \(H\simeq\phi_t\) and \(x_m\to L/2\). The current becomes \(J\simeq\alpha\phi_t\varphi/L=\phi_t(q_0-q_L)/L\), where \(q_0\) and \(q_L\) are the end charges. This is pure diffusion.

## (f) A worked transistor

**Evaluate the result for a 1 µm silicon device at 300 K, with 4 nm oxide, \(N_A=5\times10^{17}\) cm⁻³, \(V_{FB}=-1.00\) V, gate at 1.80 V and drain at 0.70 V. Source and bulk are grounded. Take \(\mu=300\) cm²/Vs and \(v_{sat}=10^7\) cm/s.**

The end potentials require the electrons in Poisson's equation. Their density is \(N_Ae^{(\psi-2\phi_F-V)/\phi_t}\), where \(\phi_F=\phi_t\ln(N_A/n_i)\), \(n_i\) is the intrinsic density, and \(V\) is the electron quasi-Fermi splitting: zero at the source and 0.70 V at the drain. Integrating as in part (a), and neglecting the minute bulk electron term, gives

\[
(V_G-V_{FB}-\psi)^2=\gamma^2\left[\psi-\phi_t+\phi_te^{(\psi-2\phi_F-V)/\phi_t}\right].
\]

With \(n_i=10^{10}\) cm⁻³, \(\phi_t=0.02585\) V, \(\phi_F=0.4583\) V and \(\gamma=0.4719\) V\(^{1/2}\), the numerical roots are \(\psi_0=1.0760\) V and \(\psi_L=1.7420\) V. Thus \(\psi_m=1.4090\) V and, before rounding of the ends, \(\varphi=0.6661\) V. Then

\[
\alpha=1+\frac{0.4719}{2\sqrt{1.4090-0.02585}}=1.2006,
\]
\[
q_m=2.80-1.4090-0.4719\sqrt{1.38315}=0.8360\ \mathrm V,
\]
\[
H_0=\frac{0.8360}{1.2006}+0.02585=0.7222\ \mathrm V .
\]

Here \(\theta=0.300\) µm/V, so

\[
H=\frac{0.7222}{1+0.300\times0.6661}=0.6019\ \mathrm V,\qquad \frac{\varphi}{H}=1.107<2,
\]
\[
x_m=0.500\left(1+\frac{1.107}{4}\right)=0.638\ \mu\mathrm m=638\ \mathrm{nm}.
\]

With the same end potentials but no velocity saturation, \(x_m\) would be 0.615 µm. At the centre the potential is 86 mV below its mean. The field rises from \(0.6661/1.553=0.43\) V/µm at the source to \(0.6661/0.447=1.49\) V/µm at the drain.

The current follows from \(J=1.2006\times0.6019\times0.6661=0.4813\) V²/µm. With \(C_{ox}=0.8633\) µF/cm² and \(W=1\) µm, \(I=\mu WC_{ox}J=125\) µA.

As a test, the linearized transport law was solved numerically as a boundary-value problem with the current unknown, in both bias directions and with and without velocity saturation. The largest difference from the closed profile was \(4\times10^{-14}\) V. With the ends exchanged, the mean point was at 0.3617 µm, which is \(L-x_m\).

At fixed gate voltage 1.80 V, raising the drain voltage from 0.05 to 0.30 and 0.70 V moves \(x_m\) from 0.506 to 0.544 and 0.638 µm. At 0.10 V on the gate and 0.70 V on the drain, \(\varphi\) is about 2 µV and \(x_m\) is at the centre to within \(10^{-5}\) µm, as expected in weak inversion.

A gate voltage of 0.50 V, with the drain at 0.70 V, gives an intermediate case: \(\varphi\) and \(H\) are both 0.050 V, and \(x_m=0.625\) µm. An empty drain end accounts for this value of \(H\), since \((\varphi/2+\phi_t)/(1+\theta\varphi/L)=0.0509/1.015=0.050\) V. Although the drain is pinched, \(\varphi\) is about \(2\phi_t\), so diffusion still holds the point well below \(0.75L\). This bias lies deep in saturation: the surface potential is within 1 mV of \(\psi_L\) once \(V\) reaches about 0.15 V, and the drain charge is far too small to carry the current at any velocity below \(v_{sat}\). In a real device the remaining drain voltage falls across a short two-dimensional region that this model omits, so \(L\) must be read here as the length up to the pinch-off point.

## (g) Accuracy and real devices

**How much does linearization cost, and which other assumptions matter more?**

The first term omitted from the charge is \(\tfrac12q''u^2\), with

\[
q''=\frac{\gamma}{4(\psi_m-\phi_t)^{3/2}}=0.0725\ \mathrm V^{-1}.
\]

Its integral over the channel potential is \(q''\varphi^3/24\). Relative to the retained integral \(\alpha H_0\varphi\), this is

\[
\frac{q''\varphi^2}{24\,\alpha H_0}
=\frac{0.0725\times0.6661^2}{24\times1.2006\times0.7222}=0.15\% .
\]

The linearized current should be low by about this amount. Quadrature with the full charge finds it low by 0.16%, with \(x_m\) changed by less than 0.0001 µm and a largest profile error of 0.3 mV. Giving the electron layer its classical thickness, through the Pao–Sah double integral, raises the current by 1.8% relative to the full charge-sheet value. It leaves \(x_m\) at 0.638 µm.

The oxide, doping and mobility are rough typical values for a 1.8 V bulk logic process, but the 1 µm channel is several times longer than the shortest gates of such a process, roughly 0.18 µm. If the end potentials are held fixed while \(L\) is reduced, the condition \(\varphi<2H\) becomes \(L>\theta\varphi^2/(2H_0-\varphi)=0.17\) µm. Near that length the predicted drain field diverges, so the gradual-channel assumption has already failed. In the 1 µm example, the charge associated with the longitudinal field gradient is estimated at 1.5% of the drain charge.

Some other assumptions move the mean point further than linearization does. The following are separate estimates, all at fixed end potentials or fixed \(\varphi\) unless noted, and they are not to be added:

- The sharper velocity law \(\mu E/\sqrt{1+(\theta E)^2}\), with \(E=|\psi'|\), gives \(x_m=0.620\) µm and a current 17% higher.
- A mobility falling as the \(-0.3\) power of the effective normal field, the phonon-limited slope, gives 0.629 µm. At the 0.7–0.9 MV/cm of this device the fall is steeper: the empirical curve \(\mu=540/[1+(E_{\mathrm{eff}}/0.9\ \mathrm{MV/cm})^{1.85}]\) cm²/Vs has a local exponent near \(-0.8\) and gives about 0.612 µm.
- Quantum confinement raises the surface potential needed to hold a given electron charge at a given quasi-Fermi level. Raising both end potentials equally lowers \(H_0\) by nearly the same amount. A triangular well has a ground level near 0.15 eV; lowering \(H_0\) by 0.15 V at fixed \(\varphi\) would move \(x_m\) to 0.675 µm. This is an upper estimate. It counts the whole level energy, without subtracting the thermal spread of the classical layer, and it ignores the reduction of \(\varphi\) that follows because the level is higher at the source, where the normal field is larger. A self-consistent Schrödinger–Poisson solution with a hard wall at the oxide raises the end potentials by about 0.15 and 0.10 V and gives \(x_m\approx0.651\) µm.
- Depletion of a gate doped to \(10^{20}\) cm⁻³ takes up about 43 mV at the mean potential. A uniform loss of this size would give 0.646 µm, but the loss is larger at the source than at the drain, so \(\alpha\) falls together with \(q_m\). The two changes nearly cancel in \(H_0\), and the mean point hardly moves.
- Carrier degeneracy: holding the classical surface density fixed suggests a shift of about 43 mV and, if uniform, 0.647 µm. This overstates the effect, because the gate fixes the surface field, not the surface density. Integrating Poisson's equation with Fermi–Dirac statistics raises the surface potential by about 25 mV at the source and 8 mV at the drain. The resulting reduction of \(\varphi\) offsets the lower \(H_0\), and the mean point moves by about 0.001 µm or less.

The estimated gate tunnelling current, well below \(10^{-15}\) A, is negligible beside the drain current. A rough 200 Ω contact would drop 25 mV, so the stated voltages must be read as those at the channel ends. For this device the position \(0.64L\) is thus uncertain by a few hundredths of \(L\), mainly through the dependence of mobility on the normal field and the velocity law, which move it toward the centre, and to a lesser degree quantum confinement, which moves it toward the drain. The numerical output below gives the profile and the bias comparisons.

## Computed results

```
T = 300 K, L = 1.00 um, W = 1.00 um, oxide = 4.0 nm
doping = 5.0e+17 cm^-3, n_i = 1.0e+10 cm^-3
V_FB = -1.00 V, V_GS = 1.80 V, V_DS = 0.70 V
mobility = 300 cm2/Vs, v_sat = 1.0e+07 cm/s
phi_t = 0.02585 V, phi_F = 0.4583 V
C_ox = 0.8633 uF/cm2, gamma = 0.4719 V^0.5
theta = 0.300 um/V
psi_0 = 1.0760 V, psi_L = 1.7420 V, psi_m = 1.4090 V
phi = 0.6661 V, q_m = 0.8360 V, alpha = 1.2006
H_0 = 0.7222 V, H = 0.6019 V, phi/H = 1.1066
x_m closed = 0.6383 um, boundary-value solver = 0.6383 um
x_m without velocity saturation = 0.6153 um
x_m with ends exchanged = 0.3617 um
pure-drift pinched limit x_m/L = 0.7500
psi(L/2)-psi_m = -85.99 mV
field at x_m = 0.6661 V/um
J = 0.4813 V^2/um, drain current = 124.66 uA
largest closed-minus-solver potential = 4.0e-14 V
x (um), psi closed (V), psi solver (V), psi full charge (V)
0.00  1.07595  1.07595  1.07595
0.25  1.19013  1.19013  1.18992
0.50  1.32299  1.32299  1.32281
0.75  1.48864  1.48864  1.48874
1.00  1.74202  1.74202  1.74202
V_GS (V), V_DS (V), phi (V), H (V), x_m closed (um), x_m full (um)
0.10  0.70  1.923e-06  0.0259  0.50001  0.50001
0.50  0.70  5.007e-02  0.0501  0.62491  0.62521
1.80  0.05  4.829e-02  0.9976  0.50605  0.50606
1.80  0.30  2.886e-01  0.8291  0.54351  0.54359
1.80  0.70  6.661e-01  0.6019  0.63833  0.63841
largest profile error from linearization = 0.306 mV
current error from linearization = -0.161 %
Pao-Sah x_m = 0.6382 um, current / sheet current = 1.0175
sharper velocity law: x_m = 0.6204 um, J ratio = 1.1746
normal field source, drain = 0.920, 0.698 MV/cm
field-dependent mobility: x_m = 0.6290 um
confinement = 150.6 meV, x_m = 0.6748 um
gate depletion = 43.4 mV, x_m = 0.6456 um
surface density / N_c at psi_m = 5.02 (classical)
degeneracy = 43.0 mV, x_m = 0.6471 um
field-gradient charge / drain charge = 1.51 %
oxide field = 4.31 MV/cm, gate current = 4.3e-18 A
drop on rough 200 ohm contact = 24.9 mV
```
